# Lateral p-n junction in a two-dimensional sheet by conformal mapping

## 1. Equal doping, no contacts

Take a sheet of negligible thickness in the plane $z=0$, uniform along $y$. For $x>0$ it holds $N$ donors per unit area, for $x<0$ it holds $N$ acceptors per unit area. Carriers have left a strip $-l<x<l$, whose bare dopant charge is $\sigma=+eN$ on the right and $-eN$ on the left. Outside the strip the carriers are mobile and hold the potential constant, at $+V/2$ on the n side and $-V/2$ on the p side. Here $V$ is the whole electrostatic drop, built-in plus reverse bias. The unknown is $l$.

This is the full-depletion model. It needs $eV\gg kT$, fully ionised and smoothly spread dopants, and no gate or other conductor near enough to charge the sheet. A distance of several $l$ suffices only for a gate near the mid potential $\phi=0$. A gate at depth $d$ under a dielectric $\varepsilon_2$ and at potential $V_g$ adds a nearly uniform charge of size $\varepsilon_2|V_g|/d$, which acts like unequal doping and must be small against $eN$. For relative permittivities 1 and 4 and a gate at $d=5l$ held at the p-side potential, the n edge moves out by about 30% and the p edge moves in by about 20%. The capacitance with contacts, in Section 4, needs other conductors to be far away even compared with the contact distance $L$. SI units are used, since atomic units are unnatural at device scale.

**The field at the sheet.** Let the half-spaces above and below have permittivities $\varepsilon_1,\varepsilon_2$. The potential is even in $z$, so $E_z$ is odd, and the jump condition $\varepsilon_1E_z(0^+)-\varepsilon_2E_z(0^-)=\sigma$ becomes

$$E_z(0^+)=\frac{\sigma}{2\varepsilon},\qquad \varepsilon=\frac{\varepsilon_1+\varepsilon_2}{2}.$$

It suffices to solve Laplace's equation for $z>0$, with the potential given outside the gap and its normal derivative given inside.

**What fixes the edge.** For an arbitrary $l$ the charge on a conductor behaves as $K/\sqrt{s}$ at distance $s$ from its edge. On the n side $\sigma=e(N-n)\le eN$, because the electron density $n$ cannot be negative; this excludes $K>0$. If $K<0$, the field in the gap points towards the negative edge charge, so electrons are pushed out into the gap and the edge moves. Equilibrium therefore requires $K=0$. The p side is the mirror image.

**The map.** Put

$$x+iz=c+h\cos(\theta-i\eta),\quad x=c+h\cos\theta\cosh\eta,\quad z=h\sin\theta\sinh\eta .$$

The half-plane $z>0$ becomes the half-strip $0<\theta<\pi$, $\eta>0$. Its base $\eta=0$ is the gap, its side $\theta=0$ the n conductor, its side $\theta=\pi$ the p conductor. For equal doping $c=0$ and $h=l$; I keep $c$ and $h$ for later use.

Laplace's equation keeps its form. On the base $\partial x/\partial\eta=0$ and $\partial z/\partial\eta=h\sin\theta$, so $\partial_\eta\phi=-h\sin\theta\,\sigma/2\varepsilon$. The bounded solution with the right side values is

$$\phi=\frac V2-\frac{V\theta}{\pi}+\sum_{m\ge1}a_m\sin(m\theta)\,e^{-m\eta},$$

$$m\,a_m=\frac2\pi\int_0^\pi\frac{h\sigma(\theta')}{2\varepsilon}\sin\theta'\sin(m\theta')\,d\theta'.$$

**Summing the series.** A geometric series gives, as $\eta\to0$, $\sum_m\sin(m\alpha)e^{-m\eta}\to\frac12\cot(\alpha/2)$. Splitting the product into sines of $m(\theta'\pm\theta)$,

$$\sum_m\sin m\theta'\cos m\theta=\frac14\left[\cot\frac{\theta'+\theta}2+\cot\frac{\theta'-\theta}2\right]=\frac{\sin\theta'}{2(\cos\theta-\cos\theta')},$$

to be read as a principal value. Hence on the base

$$\partial_\theta\phi=-\frac V\pi+\frac{h}{2\pi\varepsilon}\,\mathrm P\!\!\int_0^\pi\frac{\sigma\sin^2\theta'}{\cos\theta-\cos\theta'}\,d\theta' .$$

Now write $\sin^2\theta'=\sin^2\theta+(\cos^2\theta-\cos^2\theta')$. The bracket cancels the denominator, leaving $\cos\theta+\cos\theta'$. Since $dx=-h\sin\theta\,d\theta$, the field is $E_x=\partial_\theta\phi/(h\sin\theta)$, and

$$E_x=\frac{A+B\cos\theta}{h\sin\theta}+\frac{\sin\theta}{2\pi\varepsilon}\,\mathrm P\!\!\int_0^\pi\frac{\sigma\,d\theta'}{\cos\theta-\cos\theta'},\tag{1}$$

$$A=-\frac V\pi+\frac h{2\pi\varepsilon}\int_0^\pi\sigma\cos\theta'd\theta',\qquad B=\frac h{2\pi\varepsilon}\int_0^\pi\sigma\,d\theta'.$$

The first term is the inverse-square-root singularity. It vanishes at both $\theta=0$ and $\theta=\pi$ if $A+B=0$ and $A-B=0$, so

$$\int_0^\pi\sigma\,d\theta=0,\qquad V=\frac h{2\varepsilon}\int_0^\pi\sigma\cos\theta\,d\theta.\tag{2}$$

For equal doping $\sigma$ changes sign at $\theta=\pi/2$. The first condition holds by symmetry; in the second the two halves contribute $eN$ each:

$$V=\frac{l}{2\varepsilon}\,2eN\quad\Longrightarrow\quad l=\frac{\varepsilon V}{eN},\qquad W=2l=\frac{2\varepsilon V}{eN}.\tag{3}$$

The width is linear in the voltage and inverse in the sheet doping. Dimensions show why: $eN/\varepsilon$ is already a field, so a voltage divided by it is a length. In a bulk junction the field itself grows with the width, which gives a square root.

**The gap field.** Define $\Lambda(\theta')=\ln\left|\sin\frac{\theta'+\theta}2\big/\sin\frac{\theta'-\theta}2\right|$. Its derivative is $\sin\theta/(\cos\theta'-\cos\theta)$, and it vanishes at $\theta'=0$ and $\pi$. The remaining term of (1) is thus $-(2\pi\varepsilon)^{-1}\int\sigma\,d\Lambda=-(eN/\pi\varepsilon)\Lambda(\pi/2)$. Since $\Lambda(\pi/2)=\frac12\ln\frac{1+\sin\theta}{1-\sin\theta}=\operatorname{artanh}(\sin\theta)$ and $\cos\theta=x/l$,

$$E_x=-\frac{eN}{\pi\varepsilon}\operatorname{arcosh}\frac l{|x|}.$$

Check of the drop: with $x=l/\cosh v$ and one integration by parts, $\int_0^l\operatorname{arcosh}(l/x)\,dx=l\int_0^\infty dv/\cosh v=\pi l/2$. Twice this times $eN/\pi\varepsilon$ is $eNl/\varepsilon=V$, as required.

The field diverges logarithmically at $x=0$, where the sheet charge jumps. A finite thickness or graded doping removes the divergence. At fixed $x/l$ the field does not depend on $V$: more voltage stretches the profile. At a fixed distance $|x|\ll l$ from the junction the field therefore rises, as $\ln V$, and so does the finite peak left by a finite thickness or graded doping.

## 2. Unequal doping

Let the densities be $N_D$ for $x>0$ and $N_A$ for $x<0$, and let $x=0$ lie at $\theta=\theta_0$. Equations (1) and (2) hold unchanged. The first condition reads $N_D\theta_0=N_A(\pi-\theta_0)$, so

$$\theta_0=\frac{\pi N_A}{N_A+N_D}.$$

In the second, $\int_0^{\theta_0}\cos\theta\,d\theta=\sin\theta_0$ and $-\int_{\theta_0}^{\pi}\cos\theta\,d\theta=\sin\theta_0$, so $V=he(N_A+N_D)\sin\theta_0/2\varepsilon$. With $W=2h$,

$$W=\frac{4\varepsilon V}{e(N_A+N_D)\sin\theta_0}.\tag{4}$$

The junction position gives $0=c+h\cos\theta_0$. The edges are at $c\pm h$, so $x_n=h(1-\cos\theta_0)$, $x_p=h(1+\cos\theta_0)$, and

$$\frac{x_n}{x_p}=\tan^2\frac{\theta_0}2 .$$

**Limits.** For $N_A=N_D$, $\theta_0=\pi/2$ and (4) returns (3). For $N_A\gg N_D$, $\sin\theta_0\approx\pi N_D/N_A$ and $W\to4\varepsilon V/(\pi eN_D)$: the lighter doping sets the width.

The ratio $x_n/x_p$ is not the bulk value $N_A/N_D$. In a bulk junction the two depleted charges cancel. Here field lines leave the sheet and end on the undepleted parts, which carry charge too, so the depleted strip need not be neutral.

## 3. The capacitance of the infinite sheet diverges

Return to equal doping and find the charge on the n conductor, $\theta=0$, $x=l\cosh\eta$. There $\partial z/\partial\theta=l\sinh\eta$, so $\sigma=2\varepsilon E_z=-2\varepsilon\,\partial_\theta\phi/(l\sinh\eta)$. The series sums as before with $\cos\theta$ replaced by $\cosh\eta$, and $\sin^2\theta'=-\sinh^2\eta+(\cosh^2\eta-\cos^2\theta')$. The bracket again produces terms that cancel by (2), which leaves

$$\sigma(x)=\frac{\sinh\eta}\pi\int_0^\pi\frac{\sigma(\theta')\,d\theta'}{\cosh\eta-\cos\theta'} .$$

The integral of $1/(\cosh\eta-\cos\theta')$ is $(2/\sinh\eta)\arctan[\coth(\eta/2)\tan(\theta'/2)]$. With $\beta=\arctan\coth(\eta/2)$, the two halves give $\sigma=(2eN/\pi)(2\beta-\pi/2)$. Since $\sin(2\beta-\pi/2)=-\cos2\beta=1/\cosh\eta$,

$$\sigma(x)=\frac{2eN}\pi\arcsin\frac lx,\qquad x>l .$$

At $x=l$ this equals $eN$, so the charge is continuous. Far away it tends to $2\varepsilon V/(\pi x)$, and its integral grows as the logarithm of the distance. An infinite sheet has no finite capacitance per unit length; a device length has to enter.

## 4. Finite contacts

Let coplanar metal contacts end at $x=\pm L$, with no charge beyond. Each metal is taken to be at the potential of the sheet it adjoins. Metal may carry any charge, so an inverse-square-root singularity is allowed at $\pm L$, while the edges $\pm l$ must remain regular.

Use the analytic function $F(\zeta)=E_x-iE_z$, $\zeta=x+iz$. It must satisfy

- $\operatorname{Im}F=-\sigma/2\varepsilon$ in the gap;
- $\operatorname{Re}F=0$ for $l<|x|<L$;
- $\operatorname{Im}F=0$ for $|x|>L$;
- $F=O(\zeta^{-2})$ at infinity, since the whole is neutral.

With $k=l/L$ and $R=\sqrt{(l^2-\zeta^2)/(L^2-\zeta^2)}$, $R\to1$ at infinity, the solution is

$$F=-\frac{eN}{\pi\varepsilon}\left[\operatorname{artanh}\frac kR-R\operatorname{artanh}k\right].\tag{5}$$

Check it from right to left.

- At infinity $R-1=O(\zeta^{-2})$ and the bracket vanishes at $R=1$.
- For $x>L$, $R>1$ is real, so $F$ is real.
- Passing above $x=L$ turns $R$ into $-i\rho$, $\rho=\sqrt{(x^2-l^2)/(L^2-x^2)}$. Then $F$ is imaginary and
$$\sigma=-2\varepsilon\operatorname{Im}F=\frac{2eN}\pi\left[\arctan\frac k\rho+\rho\operatorname{artanh}k\right].\tag{6}$$
- Passing above $x=l$ makes $R=r$ real with $0<r<k$. By continuity $\operatorname{artanh}(k/r)=\operatorname{artanh}(r/k)+i\pi/2$, so $\operatorname{Im}F=-eN/2\varepsilon$.
- On the imaginary axis $k<R<1$, so $F$ is real there. Reflection gives $F(-\bar\zeta)=\overline{F(\zeta)}$, which supplies the opposite charge for $x<0$.

The solution is unique. The difference $D$ of two solutions makes $D\sqrt{(\zeta^2-L^2)/(\zeta^2-l^2)}$ real on the whole axis. Reflection extends it to the full plane, with singularities at $\pm l$ weaker than a pole, hence removable. It vanishes at infinity, so it is zero.

**Response to a change of width.** Differentiate (5) at fixed $\zeta$. From the definition of $R$, $\partial_lR=l/[R(L^2-\zeta^2)]$. Then

$$\partial_l\operatorname{artanh}\frac kR=\frac{R/L-k\,\partial_lR}{R^2-k^2}.$$

The numerator is $-\zeta^2/[LR(L^2-\zeta^2)]$ and the denominator $-\zeta^2(L^2-l^2)/[L^2(L^2-\zeta^2)]$, so the quotient is $L/[R(L^2-l^2)]$. The second term of (5) gives

$$\partial_l(R\operatorname{artanh}k)=\frac{l\operatorname{artanh}k}{R(L^2-\zeta^2)}+\frac{RL}{L^2-l^2}.$$

Subtract, and use $1-R^2=(L^2-l^2)/(L^2-\zeta^2)$:

$$\partial_lF=-\frac{eN}{\pi\varepsilon}\,\frac{L(1-k\operatorname{artanh}k)}{R(L^2-\zeta^2)},\qquad R(L^2-\zeta^2)=\sqrt{(l^2-\zeta^2)(L^2-\zeta^2)}.$$

This is the field of two biased metal strips with an uncharged gap.

Now integrate. In $V=-\int_{-l}^lE_x\,dx$ the moving limits contribute nothing, since $E_x(\pm l)=0$. With $x=lt$ the integral of $1/\sqrt{(l^2-x^2)(L^2-x^2)}$ over the gap is $2K(k)/L$, where $K$ is the complete elliptic integral of the first kind with modulus $k$. In $Q=eNl+\int_l^L\sigma\,dx$ the limit terms cancel, since $\sigma(l)=eN$. With $k'^2=1-k^2$ and $x=L\sqrt{1-k'^2t^2}$, the integral of $1/\sqrt{(x^2-l^2)(L^2-x^2)}$ from $l$ to $L$ is $K(k')/L$. Therefore

$$\frac{dV}{dl}=\frac{2eN}{\pi\varepsilon}K(k)(1-k\operatorname{artanh}k),\qquad\frac{dQ}{dl}=\frac{2eN}\pi K(k')(1-k\operatorname{artanh}k),$$

$$C=\frac{dQ}{dV}=\varepsilon\,\frac{K(k')}{K(k)}.\tag{7}$$

The doping has dropped out except through $l$. To first order the motion of the edges adds no charge of its own, so $C$ is the geometric capacitance of the two conductors.

**Small gap.** To second order $K(k)\approx\frac\pi2(1+k^2/4)$ and $1-k\operatorname{artanh}k\approx1-k^2$. Integrating $dV/dl\approx(eN/\varepsilon)(1-\frac34k^2)$ gives

$$V\approx\frac{eNl}\varepsilon\left(1-\frac{k^2}4\right),$$

so with contacts the linear law (3) is a leading-order statement in $l/L$. For $K(k')$, split the integral over $x$ at $X$ with $l\ll X\ll L$. The inner part is $\operatorname{arcosh}(X/l)\approx\ln(2X/l)$, the outer part $\operatorname{arcosh}(L/X)\approx\ln(2L/X)$. Their sum is $\ln(4L/l)$, and

$$C\approx\frac{2\varepsilon}\pi\ln\frac{4L}l\approx\frac{2\varepsilon}\pi\ln\frac{4eNL}{\varepsilon V}.\tag{8}$$

**Where the solution fails.** By (6), $\sigma$ exceeds $eN$ when $\rho\operatorname{artanh}k>\arctan(\rho/k)$. Just outside the gap $\rho$ is small, and $\sigma<eN$ there requires $k\operatorname{artanh}k<1$, that is $l/L<0.8336$. Near $L$, $\rho$ is large and the bound is exceeded, so that rim must be metal. For small $k$ it starts at $\rho\approx\pi/2k$, and its width is about $L/2\rho^2=2k^2L/\pi^2$.

## 5. Test without the map

A boundary-element calculation divides the plane into charged cells and imposes Coulomb's law and neutrality. The carrier density is kept non-negative for $|x|<L/2$; the part $L/2<|x|<L$ is treated as metal, with no bound on its charge. It knows nothing of the map or of the regularity condition. In units $e=\varepsilon=1$, with $L=4$ and $N=1$:

- At $V=1$ the edge is at 1.020, against 1.017 from the formula. The tests accept two cell widths, since the numerical edge must sit on a cell boundary.
- At $V=1$ the capacitance is 1.7449 against 1.7439; at $V=0.5$ it is 2.2023 against 2.2013.
- For $N_D=1$, $N_A=3$, $V=1$, now with $L=20$, $x_n=1.196$ and $x_p=0.210$, against 1.207 and 0.207 for the infinite sheet. The bulk ratio of 3 is clearly excluded.

## 6. Numbers for a model device

Take relative permittivities 1 and 4 (mean 2.5), $N=10^{11}\ \mathrm{cm^{-2}}$, $L=10\ \mathrm{\mu m}$ and $T=300$ K.

Full ionisation is assumed: in a thin, weakly screened sheet a dopant can bind its carrier by much more than $kT$, and the undepleted parts then hold fewer mobile carriers.

A length to compare with $l$ is the thermal screening length. For non-degenerate carriers a small potential $\delta\phi$ changes the sheet charge by $-e^2N\delta\phi/kT$, while a charge wave of wavenumber $q$ produces the potential $\sigma_q/2\varepsilon q$. The two balance at $1/q=2\varepsilon kT/(e^2N)=7.14$ nm. By (3) this is $2l\,kT/(eV)$, so at $V=1$ V

$$l=\frac{7.14\ \mathrm{nm}}{2\times0.02585}\approx138\ \mathrm{nm}.$$

The screening length is about 5% of $l$, but the edge is blurred more widely, because the field rises slowly there. At a small distance $s$ inside the gap $\operatorname{arcosh}(l/|x|)\approx\sqrt{2s/l}$, so $|E_x|\approx(eN/\pi\varepsilon)\sqrt{2s/l}$. Integrating from the edge and using $eN/\varepsilon=V/l$, the potential has changed by $(2\sqrt2/3\pi)\,V(s/l)^{3/2}$. This equals $kT/e$ at $s/l=(3\pi kT/2\sqrt2\,eV)^{2/3}\approx0.2$, so at 1 V the edge is blurred over roughly a fifth of $l$, or 27 nm. The mean dopant spacing is 31.6 nm, longer than the screening length, which is therefore only a scale of the continuum model. One dopant at that distance contributes $e\sqrt N/(4\pi\varepsilon)\approx18$ mV, and the randomly placed dopants of the strip together make the potential uneven by a few times $kT/e$. The real edge is thus irregular as well as blurred, and smooth doping is a rough approximation. Digits beyond the first or second describe the model, not a device.

With $2\varepsilon/\pi=14.092$ pF/m, equation (8) gives at 1 V

$$C\approx14.092\,\ln\frac{40000}{138.16}=14.092\times5.668\approx79.9\ \mathrm{pF/m}.$$

| $V$ (V) | $2l$, infinite sheet (nm) | $C$ from (7) (pF/m) | $C$ from (8) (pF/m) |
|---|---|---|---|
| 1 | 276 | 79.88 | 79.88 |
| 2 | 553 | 70.10 | 70.11 |
| 4 | 1105 | 60.32 | 60.34 |
| 8 | 2211 | 50.49 | 50.57 |

These capacitances require that there be no other conductor out to distances well beyond $L$; a sheet on a thin oxide over conducting silicon can have a much larger capacitance, and its depletion then also depends on the potential of the silicon.

Each doubling of $V$ doubles the width and removes about $14.092\ln2\approx9.8$ pF/m. From 1 to 8 V the capacitance falls to 0.632 of its value; an abrupt bulk junction, with $C\propto V^{-1/2}$, would fall to 0.354. At 8 V the contacts lengthen $l$ from 1105 to 1109 nm, the 0.3% expected from $k^2/4$.

The rim that must be metal is 0.39 nm wide at 1 V. This is of atomic size, where a continuum width has no literal meaning; any real contact covers it.

For $N_A=3N$, $N_D=N$ and 1 V on an infinite sheet, $\theta_0=135^\circ$ and (4) gives $W=138.16/\sin135^\circ\approx195$ nm. It divides into $x_n=167$ nm and $x_p=29$ nm, a ratio of 5.83. The acceptor spacing is $31.6/\sqrt3\approx18$ nm, so $x_p$ spans fewer than two spacings and is indicative at best. The remaining values are in the numerical output.

## Calculated quantities

```
TESTS, units e = eps = 1
V=0.5 N=1.0 L=4: edge numerical 0.501, formula 0.502
V=1.0 N=1.0 L=4: edge numerical 1.020, formula 1.017
V=1.0 N=2.0 L=4: edge numerical 0.501, formula 0.502
V=0.5 N=1 L=4: C numerical 2.2023, formula 2.2013
V=1.0 N=1 L=4: C numerical 1.7449, formula 1.7439
V=1 Nd=1 Na=3 L=20: xn numerical 1.196, infinite-sheet formula 1.207
same junction: xp numerical 0.210, formula 0.207
same junction: phi(0.9)-phi(0.3) numerical 0.2983, formula 0.2983
largest l/L of the finite-contact branch: 0.8336
EXAMPLE, equal doping
relative permittivities above, below, mean: 1.0, 4.0, 2.50
sheet doping N: 1.0e+11 cm^-2
contact outer edge L: 10.0 um
temperature: 300 K
thermal voltage kT/e: 25.85 mV
thermal screening length 2 eps kT/(e^2 N): 7.14 nm
mean dopant spacing N^(-1/2): 31.6 nm
capacitance scale 2 eps/pi: 14.092 pF/m
V=1 V: l infinite 138.16 nm, l with contacts 138.17 nm
V=1 V: total width infinite 276.32 nm, C 79.875 pF/m, C log 79.876 pF/m
V=2 V: l infinite 276.32 nm, l with contacts 276.37 nm
V=2 V: total width infinite 552.63 nm, C 70.103 pF/m, C log 70.108 pF/m
V=4 V: l infinite 552.63 nm, l with contacts 553.06 nm
V=4 V: total width infinite 1105.27 nm, C 60.319 pF/m, C log 60.341 pF/m
V=8 V: l infinite 1105.27 nm, l with contacts 1108.69 nm
V=8 V: total width infinite 2210.54 nm, C 50.486 pF/m, C log 50.573 pF/m
C(8 V)/C(1 V), sheet: 0.6321
C(8 V)/C(1 V), abrupt bulk junction: 0.3536
|E_x| at x=l/2, infinite sheet: 3.034 V/um
rim needing metal at V=1 V: 0.387 nm
EXAMPLE, Na = 3 Nd, Nd = N, V = 1 V, infinite sheet
theta0: 135.0 degrees
xn: 166.77 nm
xp: 28.61 nm
total width: 195.39 nm
xn/xp in the sheet: 5.828
xn/xp in a bulk junction, Na/Nd: 3.000
```
